# High-frequency splitting of ion energies in a fixed radio-frequency sheath

## 1. A case that can be integrated by hand

An ion of charge $e$ moves at nearly constant speed $v$ towards a wall at $x=s$. It enters at $x=0$ at time $t_0$ and arrives at $t_f=t_0+T$, with $T=s/v$. The only field is weak and oscillating, $E_w(x/s)\sin\omega t$, counted positive towards the wall. To first order in the field, its work on the ion is

$$\Delta W=eE_wv\int_{t_0}^{t_f}\frac{t-t_0}{T}\sin\omega t\,dt .$$

Integrate by parts, using $\sin\omega t=-\frac{d}{dt}(\cos\omega t)/\omega$. The boundary term vanishes at entry, where the field is zero, and

$$\Delta W=-\frac{eE_wv}{\omega}\left[\cos\omega t_f-\frac{\sin\omega t_f-\sin\omega t_0}{\omega T}\right].$$

For $\omega T\gg1$ the second term is small. Within each complete cycle the work nearly cancels, but the small remainders add up because the field grows towards the wall. Together with any unfinished cycle they leave the first term, which is set by the wall field and the arrival phase. Ions arriving at different phases differ in energy by up to $2eE_wv/\omega$.

Averaging by itself therefore gives one energy. The splitting is the first remainder of the average. The same structure holds when a strong mean field accelerates the ion.

## 2. Model and result

The ion has mass $M$ and enters with energy $K_0=Mv_0^2/2>0$. It crosses a one-dimensional, collisionless sheath of fixed width $s$ in the prescribed field

$$E(x,t)=E_0(x)+E_1(x)\sin\omega t,\qquad \int_0^sE_0\,dx=V_0,\quad \int_0^sE_1\,dx=V_1 .$$

Assume that $E_1(0)=0$ and that the speed stays above a positive bound independent of $\omega$. The impact speed in the mean field alone is

$$v_f=\sqrt{\frac{2(K_0+eV_0)}{M}} .$$

The full width of the impact-energy distribution is then

$$\boxed{\Delta E=\frac{2eE_1(s)v_f}{\omega}+o(1/\omega)}\tag{1}$$

where $o(1/\omega)$ is a remainder that vanishes faster than $1/\omega$. At fixed fields, width and entry energy, $v_f\propto M^{-1/2}$, so the leading term varies as $\omega^{-1}M^{-1/2}$.

## 3. Derivation

**Work along the orbit.** Since $dW/dt=eEv$ and $v\,dt=dx$, the static part integrates to $eV_0$ for every entry phase:

$$W_f=K_0+eV_0+e\int_{t_0}^{t_f}E_1(x(t))\,v(t)\sin\omega t\,dt .\tag{2}$$

**Integration by parts.** Along the orbit $d(E_1v)/dt=E_1'v^2+E_1\dot v$, where the prime means $d/dx$. Hence

$$\int_{t_0}^{t_f}E_1v\sin\omega t\,dt=-\frac{[E_1v\cos\omega t]_{t_0}^{t_f}}{\omega}+\frac1\omega\int_{t_0}^{t_f}\cos\omega t\,(E_1'v^2+E_1\dot v)\,dt .\tag{3}$$

**The orbit approaches the static orbit.** Let the fields be bounded and $|E_1'|$ integrable. The speed is bounded above because the total available work is bounded, and the transit time is bounded because the speed is bounded below. In the last integral of (3), the first part is at most $v_{\max}\int|E_1'|dx$, and the second is bounded too. The same holds if the integration stops at any $x<s$. The energy at each $x$ thus differs from its static value by $O(1/\omega)$, and so do the speed and the elapsed time.

**The last integral tends to zero.** Insert $\dot v=(e/M)(E_0+E_1\sin\omega t)$. The terms $E_1'v^2$ and $E_1E_0$ approach fixed integrable functions of the time since entry. Multiplied by a rapid cosine, they integrate to zero in the limit (the Riemann–Lebesgue lemma). The driven term contains $\sin\omega t\cos\omega t=\frac12\sin2\omega t$ and vanishes likewise.

A profile $E_1\propto x^{1/3}$ is allowed, although its slope diverges at entry. If the ion never moves slower than $v_0$, then $x\ge v_0(t-t_0)$ and $E_1'\propto x^{-2/3}$ stays below an integrable function of time.

**The wall term.** The entry term in (3) is zero because $E_1(0)=0$. Replacing the true impact speed by $v_f$ changes the wall term by only $O(1/\omega^2)$. Therefore

$$W_f=K_0+eV_0-A\cos\omega t_f+o(1/\omega),\qquad A=\frac{eE_1(s)v_f}{\omega}.\tag{4}$$

**Every arrival phase occurs.** The arrival time depends continuously on $t_0$, and advancing $t_0$ by one period advances $t_f$ by one period. The cosine takes both values $\pm1$, and the width is $2A$, which is (1).

## 4. Shape of the distribution

Let ions enter at a uniform rate. To find how they arrive, let $\bar v(x)$ be the static speed. By (3) stopped at $x$, the energy deviation is $\delta W=-eE_1\bar v\cos\omega t/\omega+o(1/\omega)$. Because $\delta W=M\bar v\,\delta v$ to first order, the transit time changes by

$$\delta T=-\int_0^s\frac{\delta v}{\bar v^2}dx=\frac1\omega\int_0^s\frac{eE_1\cos\omega t}{M\bar v^2}dx+o(1/\omega).$$

The remaining integral again averages to zero, so $\omega\,\delta T\to0$ and the arrival phase $\phi$ becomes uniform.

Write $\bar W=K_0+eV_0$. Each energy inside the band belongs to two phases, each with density $1/(2\pi)$, and $|dW/d\phi|=A|\sin\phi|$. Hence

$$f(W)=\frac{2}{2\pi A|\sin\phi|}=\frac{1}{\pi\sqrt{A^2-(W-\bar W)^2}} .$$

The two edge peaks arise because the energy is stationary in phase there. Since $\cos^2\phi$ averages to $1/2$, the standard deviation is $A/\sqrt2=\Delta E/(2\sqrt2)$. Half the ions lie farther than $A/\sqrt2$ from the centre.

## 5. Child profile

Let $\varphi(x)$ be the mean voltage drop from the sheath edge, so that $E_0=\varphi'$. Neglect electrons in the sheath and, for the field only, the ion entry energy. With ion current density $J$, the charge density is $J/\sqrt{2e\varphi/M}$, and Poisson's equation reads

$$\varphi''=k\varphi^{-1/2},\qquad k=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}} .$$

Multiply by $\varphi'$ and integrate from zero potential and field: $\varphi'^2=4k\varphi^{1/2}$. The square root gives $\varphi^{-1/4}d\varphi=2\sqrt k\,dx$, and a second integration gives $\frac43\varphi^{3/4}=2\sqrt k\,x$. Thus

$$\varphi=V_0\left(\frac xs\right)^{4/3},\qquad s^2=\frac{4\varepsilon_0}{9J}\sqrt{\frac{2e}{M}}\,V_0^{3/2}.\tag{5}$$

Now give the oscillating field the same shape. This is a model assumption, examined in Section 8. Then $E_1(s)=4V_1/(3s)$ and

$$\Delta E\simeq\frac{8eV_1}{3\omega s}\sqrt{\frac{2(K_0+eV_0)}{M}} .\tag{6}$$

For $K_0\ll eV_0$ the root becomes $\sqrt{2eV_0/M}$. In the limit $K_0\to0$ the static speed is $v_f(x/s)^{2/3}$, so

$$T=\int_0^s\frac{dx}{v_f(x/s)^{2/3}}=\frac{3s}{v_f},\qquad \Delta E\simeq\frac{8eV_1}{\omega T}.\tag{7}$$

**Low-frequency limit.** If the phase hardly changes during transit, (2) gives $W_f=K_0+eV_0+eV_1\sin\omega t_0$ and a width of $2eV_1$. For $V_1\le V_0$ the Child field never reverses, and (2) bounds the width by $2eV_1$ at every frequency, because $E_1\ge0$ and $|\sin\omega t|\le1$. Formula (7) reaches this bound at $\omega T=4$. It can be used only for $\omega T\gg4$.

## 6. What must be held fixed

With $\xi=x/s$ and $\tau=\omega t$, the equations of motion are

$$\frac{dW}{d\xi}=esE,\qquad \frac{d\tau}{d\xi}=\omega s\sqrt{\frac{M}{2W}} .$$

For given profile shapes, $sE$ depends on the voltages, $\xi$ and $\tau$. At fixed $V_0$, $V_1$ and $K_0$, frequency, width and mass therefore enter only through $\omega s\sqrt M$, at any frequency. Averaging supplies the remaining information, that the splitting falls as the inverse first power of this group when it is large.

The mass law now depends on what happens to $s$:

- **Fixed plasma density and electron temperature.** Ions entering at the Bohm speed carry $J=en\sqrt{eT_e/M}$, with $n$ the edge density and $T_e$ in volts. Inserting this in (5) gives $s^2=(4\varepsilon_0/9en)\sqrt{2/T_e}\,V_0^{3/2}$. The mass cancels, and $\Delta E\propto M^{-1/2}$.
- **Fixed ion current density.** Equation (5) gives $s\propto M^{-1/4}$. The thinner sheath has a stronger wall field, and $\Delta E\propto M^{-1/4}$.

The frequency law likewise assumes fixed $V_1$ and $s$. If a source instead fixes the displacement-current amplitude at the wall, $J_1=\varepsilon_0\omega E_1(s)$, then $E_1(s)\propto1/\omega$ and the splitting falls as $\omega^{-2}$, provided $V_0$ is held fixed as well. In a self-biased sheath $V_0$ is itself set by the oscillating field and drops with it. At fixed edge density and $eV_0\gg K_0$, a sheath with a step-like electron edge has $v_f\propto E_1(s)^2$, and the splitting falls roughly as $\omega^{-4}$.

## 7. Worked example: a proton

The parameters are round model values, chosen to test the ion motion in a prescribed field rather than to describe a discharge (see Section 9): $V_0=200$ V, $V_1=100$ V, $s=10$ mm, a frequency of 200 MHz, and $K_0=1.5$ eV, the Bohm energy for $T_e=3$ V. The wall-field amplitude is

$$E_1(s)=\frac{4\times100\ \mathrm V}{3\times0.010\ \mathrm m}=1.333\times10^4\ \mathrm{V/m}.$$

With $v_f=1.965\times10^5$ m/s and $\omega=1.2566\times10^9$ rad/s,

$$\Delta E=\frac{2e(1.333\times10^4\ \mathrm{V/m})(1.965\times10^5\ \mathrm{m/s})}{1.2566\times10^9\ \mathrm{s^{-1}}}=4.17\ \mathrm{eV}.$$

Orbits for 360 equally spaced entry phases, followed through the full oscillating field, give 4.14 eV, which is 0.8% below the formula. Their mean energy is 201.53 eV, against $K_0+eV_0=201.5$ eV. The standard deviation is 1.455 eV, against 1.474 eV from the limiting distribution, and 49.2% of the ions lie beyond $A/\sqrt2$ from the centre.

**Frequency and mass.** From 100 to 800 MHz the orbit widths fall from 8.42 to 1.04 eV, with a fitted exponent of $-1.006$. At 200 MHz and fixed $s$, model ions of 1, 4 and 16 proton masses give 4.14, 2.07 and 1.04 eV, with exponent $-0.499$. The last two equal the proton widths at 400 and 800 MHz, as the group $\omega s\sqrt M$ requires. At fixed current density, the ion of 16 proton masses has a 5.0 mm sheath and a splitting of 2.07 eV, half the proton value, in agreement with $16^{-1/4}=1/2$.

**Transit time.** The entry energy shortens the transit from 153 to 115 ns, because a cold ion lingers near the edge. It changes the predicted splitting only from 4.15 to 4.17 eV. Putting the true 115 ns into (7) would give about 5.5 eV, about one third too much. The wall form (6) should be used whenever $K_0$ is finite.

**Low frequency.** At 2 MHz the orbits give 189 eV, close to the bound of 200 eV, while (6) gives 417 eV.

**The small residual.** The 0.8% difference can be traced to the steep start of the Child field. Just after entry $x\simeq v_0u$, with $u=t-t_0$, so the entry region contributes

$$\frac{4eV_1}{3}\left(\frac{v_0}{s}\right)^{4/3}\mathrm{Im}\left[e^{i\omega t_0}\int_0^\infty u^{1/3}e^{i\omega u}du\right].$$

Only the endpoint contribution is wanted, so a factor $e^{-\epsilon u}$ is inserted and $\epsilon\to0$ taken afterwards. The integral is then $\Gamma(4/3)\,\omega^{-4/3}e^{2\pi i/3}$. The contribution becomes $B\sin(\omega t_0+2\pi/3)=B\cos(\omega t_0+\pi/6)$, with

$$\frac BA=\Gamma(4/3)\,\frac{v_0}{v_f}\left(\frac{v_0}{\omega s}\right)^{1/3}.$$

Here $v_0=1.695\times10^4$ m/s, and $B/A=0.893\times0.0863\times0.1105=0.0085$. With $\omega t_0\simeq\omega t_f-\omega T$, where $T$ is now the true transit time, adding the two cosines changes the width by the fraction

$$-\frac BA\cos(\pi/6-\omega T)$$

to first order in $B/A$. The transit lasts 23.05 periods, so the cosine is about 0.98 and the predicted change is $-0.8\%$, as found. At 100 MHz the transit lasts about 11.5 periods and the cosine is negative. The same estimate gives $+1.0\%$, and the orbits give $+0.9\%$. This correction decays only as $\omega^{-1/3}$ relative to the splitting.

## 8. Which field belongs in the formula

**The wall field matters, not $V_1$ alone.** Keep $V_1$ and the mean field, but let $E_1=2V_1x/s^2$. The wall field rises by a factor $3/2$, and (1) predicts 6.25 eV. The orbits also give 6.25 eV.

**A nonzero entry field.** If $E_1(0)\ne0$, the lower limit in (3) adds

$$+\frac{eE_1(0)v_0}{\omega}\cos\omega t_0$$

to the energy. For a uniform field $E_1=V_1/s$, this term is $v_0/v_f=8.6\%$ of the wall amplitude. Leaving it out gives a largest single-ion error of 9.4% of that amplitude; including it reduces the error to 0.9%. The total width then also depends on the phase difference between entry and arrival. This difference is not the same for all ions: the entry phase changes the later mean motion, and shifts the transit time by an amount of order $1/\omega$, which is not negligible against a period.

**Consistency with Gauss's law.** Suppose that ions take many periods to cross, and that they also enter the oscillating field gradually, over many periods. Their charge density is then nearly steady; an abrupt entry would instead bunch them. In the part of the sheath that stays free of electrons, $\partial E/\partial x=\rho_i/\varepsilon_0$, where $\rho_i$ is the ion charge density. The oscillating part then obeys $\partial E_1/\partial x=0$. For small edge motion this means a nearly uniform field beyond a thin entry region, $E_1\simeq V_1/s$, in place of the Child shape. The wall term has amplitude 1.56 eV. With a gradual entry there is no separate entry term. Gradual means an entry region long against the distance $2\pi v_0/\omega=85\ \mu$m travelled in one period, so the region can be thin only in comparison with $s$. In the limit of a thin entry region the splitting is then about 3.1 eV, 25% below the Child-shaped value. An entry region of finite length raises the wall field somewhat: if $E_1$ rises linearly over a length $d$ and is uniform beyond it, then $E_1(s)=V_1/(s-d/2)$, which is 5% more for $d=1$ mm. The value $V_1/s$ is the limit of small edge motion. For steady ions and a step-like electron edge at the voltages and width of the example, the edge swings about 2 mm, $E_1(s)\approx1.08\,V_1/s$ and the splitting is about 3.4 eV. If the sheath collapses once per cycle, the wall field approaches the Child-shaped value. The scaling of the wall term at fixed $V_1$ and $s$ is unchanged.

**Entry energy in the mean field.** Keeping $K_0$ in Poisson's equation also changes the profile. Let $c=\sqrt{K_0/e}$ and $w=\sqrt{\varphi+c^2}$. The first integral is now $\varphi'^2=4k(w-c)$. Since $d\varphi=2w\,dw$,

$$x=\frac1{\sqrt k}\int_c^w\frac{w'\,dw'}{\sqrt{w'-c}}=\frac1{\sqrt k}\left[\frac23(w-c)^{3/2}+2c(w-c)^{1/2}\right].$$

At the wall $V_0=w^2-c^2$, and multiplying $x=s$ by $\varphi'$ gives

$$\frac{s\varphi'(s)}{V_0}=\frac43\,\frac{w+2c}{w+c}.$$

For the example $w=14.20$ and $c=1.22$ in units of $\mathrm V^{1/2}$, which raises the wall field by 8% at fixed $s$. If the oscillating field follows this shape, the splitting becomes about 4.5 eV.

## 9. Use for a real discharge

A sheath of some millimetres with a drop of hundreds of volts is a reasonable setting for plasma etching. The frequency of 200 MHz is not. In the example, the Child current density of 1.54 A/m² at the Bohm speed implies an edge density of $5.7\times10^{14}$ m⁻³, for which the electron plasma frequency is about 214 MHz. Keeping the entry energy in Poisson's equation at the same width raises these values to about $7.2\times10^{14}$ m⁻³ and 241 MHz. The plasma screens the oscillating field well only far below its electron plasma frequency. At 200 MHz one can therefore expect neither $E_1(0)=0$ nor an edge that simply follows the voltage. The example and the series up to 800 MHz test the ion motion in a prescribed field; they do not predict the spectrum of such a discharge.

At the common 13.56 MHz the screening is good. With the other values unchanged, $\omega T$ is 9.8 and (6) gives 61.5 eV. The fixed edge remains a serious simplification there: with $V_1/V_0=0.5$ the edge motion need not be small, and it generates harmonics. A hydrogen discharge generally also contains molecular ions, which need their own masses. In the 200 MHz example, the profiles above, at the same $V_1$ and $s$, give wall-term widths from 3.1 to 6.3 eV. This spread shows the sensitivity to the field model; it is not an error bound for a moving sheath. Collisions also remove energy and populate lower energies, so (1) describes only ions that cross without colliding.

For implementation:

1. Obtain the fundamental amplitude of the field at the wall from a sheath model, and use (1). A model in which the electrons follow the field instantly requires a frequency well below the electron plasma frequency at the sheath edge. If the oscillating field at the sheath edge is not zero, include the entry term of Section 8. Use (6) only if the Child shape is intended.
2. Check that $\omega T\gg4$, and that the predicted width is well below $2eV_1$.
3. If the condition is marginal, integrate orbits. For a Child field the substitution $x=sy^3$ removes the steep start:

$$\frac{dW}{dy}=3sy^2eE,\qquad \frac{dt}{dy}=\frac{3sy^2}{v}.$$

Start from $W=K_0$ at equally spaced entry phases, and resolve each radio-frequency period. For the 200 MHz example at zero entry phase, this integration and a direct solution of Newton's law in time agree to about $10^{-7}$ eV. The remaining values are in the numerical output.

## Calculated quantities

```
Mean voltage V0: 200 V; oscillating voltage V1: 100 V
Entry energy K0: 1.5 eV; electron temperature: 3.0 eV
Sheath width: 10.0 mm; frequency: 200 MHz
Proton mass: 1.672622e-27 kg
Angular frequency: 1.25664e+09 rad/s
Entry speed: 1.6952e+04 m/s
Impact speed in mean field: 1.9648e+05 m/s
Oscillating wall field (Child): 1.3333e+04 V/m
Transit time, K0 kept: 115.24 ns
Transit time 3s/v_f, K0 = 0: 153.26 ns
RF periods per transit, K0 kept: 23.05
omega*T, K0 = 0: 192.59
Splitting from formula, K0 kept: 4.1693 eV
Splitting from formula, K0 = 0: 4.1538 eV
Splitting from orbits: 4.1351 eV
Mean impact energy from orbits: 201.528 eV
Lowest, highest energy: 199.435, 203.570 eV
Standard deviation from orbits: 1.4551 eV
Standard deviation from formula: 1.4741 eV
Fraction beyond half width/sqrt(2): 0.492
Newton minus energy-integrated orbit: 1.5e-07 eV
100 MHz: orbits 8.4173 eV, formula 8.3387 eV, largest single-ion error/amplitude 0.0380
200 MHz: orbits 4.1351 eV, formula 4.1693 eV, largest single-ion error/amplitude 0.0170
400 MHz: orbits 2.0707 eV, formula 2.0847 eV, largest single-ion error/amplitude 0.0113
800 MHz: orbits 1.0380 eV, formula 1.0423 eV, largest single-ion error/amplitude 0.0087
Fitted frequency exponent: -1.0056
Mass 1 m_p, fixed width: orbits 4.1351 eV, formula 4.1693 eV
Mass 4 m_p, fixed width: orbits 2.0707 eV, formula 2.0847 eV
Mass 16 m_p, fixed width: orbits 1.0380 eV, formula 1.0423 eV
Fitted mass exponent, fixed width: -0.4985
Linear E1 profile: orbits 6.2524 eV, formula 6.2540 eV
Uniform E1: predicted amplitude of wall term 1.5635 eV
Uniform E1, error/amplitude without entry term: 0.0940
Uniform E1, error/amplitude with entry term: 0.0094
Child ion current density: 1.5406 A/m^2
Edge plasma density: 5.6722e+14 m^-3
Poisson sheath width, m_p: 10.0034 mm
Poisson wall field * s/V0: 1.33363
Width, 16 m_p, fixed density: 10.0034 mm
Width, 16 m_p, fixed current: 5.0017 mm
Splitting, 16 m_p, fixed current: 2.0702 eV
Mass exponent, fixed current: -0.2495
2 MHz: orbits 189.42 eV, formula 416.93 eV, bound 200 eV
```
